\section*{Transmission factor of the shared interface in a two-layer tunnel barrier}

\section*{Question}

I am working through direct tunnelling in a gate stack: a silicon electrode, two different oxide layers and a metal gate. Each layer is a rectangular barrier, and both are thick enough for the wave to decay strongly. The exercise says that the interface shared by the two oxides contributes the factor
\[
\frac{4ab}{(a+b)^2}
\]
to the transmission probability, where $a$ and $b$ are the layers' decay constants divided by their tunnelling masses.

I tried to match a decaying exponential in the first oxide to one in the second. The transmitted amplitude came out as $2a/(a+b)$, and its square is $4a^2/(a+b)^2$. That is not the stated factor, it is not symmetric in the two layers, and it exceeds one when $a>b$. I also do not see what ``transmission'' means here, since a single decaying exponential carries no current. Where does the missing $b/a$ come from, and does this factor matter in a real stack?

\section*{Answer}

Your amplitude is right. The missing $b/a$ comes from the two electrode interfaces, once all three interfaces are written in the same symmetric way. To see this, the whole stack has to be followed from one electrode to the other.

\subsection*{Setting and matching conditions}

I use atomic units in the algebra. The electron has energy $E$ and normal incidence, the potentials are flat, and the interfaces are abrupt. Layer $i$ has band edge $V_i$, mass $m_i$ and thickness $d_i$, with $\phi_i=V_i-E>0$. For the position-dependent mass I take the usual BenDaniel--Duke form of the wave equation,
\begin{equation}
-\frac12\left(\frac{\psi'}{m}\right)'+V\psi=E\psi .
\label{wave}
\end{equation}
Integrating it over a vanishing interval around an interface shows that $J=\psi'/m$ is continuous, because $V$ and $\psi$ stay finite. The wavefunction $\psi$ is continuous too. The particle flux is $\mathrm{Im}(\psi^*J)$. This ordering of $m$ and the derivatives is a model choice, and the effective-mass picture does not fix it at an abrupt interface between dissimilar materials. Another Hermitian ordering makes $\psi/\sqrt m$ and its derivative continuous, and then $\kappa$ takes the place of $\kappa/m$ in the shared factor. Everything below holds for \eqref{wave}.

Inside layer $i$, equation \eqref{wave} gives $\psi''=\kappa_i^2\psi$ with $\kappa_i=\sqrt{2m_i\phi_i}$. For $e^{-\kappa_i x}$ the ratio $J/\psi$ is $-\kappa_i/m_i$, and for $e^{+\kappa_i x}$ it is $+\kappa_i/m_i$. Hence the masses enter the matching through
\begin{equation}
a=\frac{\kappa_1}{m_1}=\sqrt{\frac{2\phi_1}{m_1}},\qquad
b=\frac{\kappa_2}{m_2}=\sqrt{\frac{2\phi_2}{m_2}} .
\label{ab}
\end{equation}
In the electrodes a wave $e^{ikx}$ has $J/\psi=iv$, with $v=k/m$; call the two values $v_L$ and $v_R$.

\subsection*{The three interfaces}

At each interface let a wave of unit amplitude arrive from the left, with reflected amplitude $r$ and transmitted amplitude $t$. Continuity of $\psi$ gives $r=t-1$ each time.

At the entrance, continuity of $J$ reads $iv_L(1-r)=-at$. Inserting $r$ gives $iv_L(2-t)=-at$, so
\begin{equation}
t_L=\frac{2iv_L}{iv_L-a}=\frac{2v_L}{v_L+ia}.
\end{equation}
At the shared interface, $-a+ar=-bt$, or $a(2-t)=bt$. Therefore
\begin{equation}
t_{12}=\frac{2a}{a+b},\qquad r_{12}=\frac{a-b}{a+b}.
\label{t12}
\end{equation}
At the exit, $-b(1-r)=iv_Rt$, or $-b(2-t)=iv_Rt$. This gives
\begin{equation}
t_R=\frac{2b}{b-iv_R},\qquad r_R=\frac{b+iv_R}{b-iv_R}.
\end{equation}

If both layers are thick, a reflected wave decays on its way back and can be dropped at leading order. The amplitude for the stack is then $t_Lt_{12}t_R\,e^{-\kappa_1d_1-\kappa_2d_2}$. The incident flux is $v_L$ and the transmitted flux is $v_R|t|^2$, so
\begin{equation}
T_0=\frac{v_R}{v_L}\,|t_L|^2\,t_{12}^2\,|t_R|^2\,
e^{-2\kappa_1d_1-2\kappa_2d_2}.
\label{T0raw}
\end{equation}
Now write each square as a symmetric expression times a ratio:
\begin{align}
|t_L|^2&=\frac{4v_L^2}{v_L^2+a^2}=F_L\,\frac{v_L}{a},
&F_L&=\frac{4v_La}{v_L^2+a^2},\\
t_{12}^2&=\frac{4a^2}{(a+b)^2}=F_{12}\,\frac ab,
&F_{12}&=\frac{4ab}{(a+b)^2},\\
|t_R|^2&=\frac{4b^2}{b^2+v_R^2}=F_R\,\frac{b}{v_R},
&F_R&=\frac{4v_Rb}{v_R^2+b^2}.
\end{align}
The ratios cancel against the flux ratio,
\[
\frac{v_R}{v_L}\cdot\frac{v_L}{a}\cdot\frac ab\cdot\frac{b}{v_R}=1,
\]
and what remains is
\begin{equation}
T_0=F_L\,F_{12}\,F_R\,e^{-2\kappa_1d_1-2\kappa_2d_2}.
\label{T0}
\end{equation}
This is the requested result.

\subsection*{Is the split unique, and what carries the current?}

One could move a factor $g(a)$ into $F_L$ and $h(b)$ into $F_R$, and divide $F_{12}$ by $g(a)h(b)$. Two requirements remove this freedom. If the layers are identical there is no interface, so the shared factor must be one at $a=b$; this gives $g(a)h(a)=1$. Both electrode interfaces should be described by the same function, so $g=h$. Then $g^2=1$, and positive factors leave $g=1$. Your $4a^2/(a+b)^2$ meets the first requirement but not the second.

As for the current, in layer 2 let $\psi=Ae^{-\kappa_2x}+Be^{\kappa_2x}$, with $x=0$ at the shared interface. Then
\begin{equation}
\mathrm{Im}(\psi^*J)=b\,\mathrm{Im}(A^*B-B^*A)=2b\,\mathrm{Im}(A^*B).
\end{equation}
The current needs both exponentials. Reflection at the exit supplies $B=r_Re^{-2\kappa_2d_2}A$, and $\mathrm{Im}\,r_R=2bv_R/(b^2+v_R^2)$. The flux is therefore $bF_R|A|^2e^{-2\kappa_2d_2}$, which equals the transmitted flux $v_R|t_R|^2|A|^2e^{-2\kappa_2d_2}$. The growing part is small at the shared interface and hardly changes the matching there, yet without it nothing flows. So $F_{12}$ is a factor in the transmission of the stack, and not a ratio of fluxes at one interface.

It can still be isolated from transmissions alone. Keep $E$ and both electrodes fixed. Let $T_{12}$ and $T_{21}$ belong to the stack and to the stack with its layers exchanged, and let $T_{11}$ and $T_{22}$ belong to single layers of thickness $2d_1$ and $2d_2$. In the thick limit the electrode factors and exponentials cancel, and
\begin{equation}
F_{12}=\sqrt{\frac{T_{12}T_{21}}{T_{11}T_{22}}}.
\label{four}
\end{equation}

\subsection*{How thick is thick?}

Set $p=e^{-\kappa_1d_1}$, $q=e^{-\kappa_2d_2}$, $x=p^2$ and $y=q^2$. For waves arriving from the right, the same matching gives $r_{21}=-r_{12}$ and $t_{21}=2b/(a+b)$. At the entrance, seen from layer 1, $a(1-r)=-iv_L(1+r)$, so $r_L=(a+iv_L)/(a-iv_L)$.

Let $A_1,A_2$ be the amplitudes of the rightward-decaying waves at the left faces of the layers, and $B_1,B_2$ those of the leftward-decaying waves at the right faces. Then
\begin{align}
A_1&=t_L+r_LpB_1, & B_1&=r_{12}pA_1+t_{21}qB_2,\\
A_2&=t_{12}pA_1-r_{12}qB_2, & B_2&=r_RqA_2 .
\end{align}
Eliminating $B_1$ and $B_2$ leaves
\begin{align}
(1+r_{12}r_Ry)A_2&=t_{12}pA_1,\\
(1-r_Lr_{12}x)A_1&=t_L+r_Lr_Rt_{21}\,p\,y\,A_2 .
\end{align}
Take $A_1$ from the first line, insert it in the second and multiply by $t_{12}p$. The result is $A_2D=t_Lt_{12}p$, with
\begin{align}
D&=(1-r_Lr_{12}x)(1+r_{12}r_Ry)-t_{12}t_{21}r_Lr_Rxy\nonumber\\
&=1-r_Lr_{12}x+r_{12}r_Ry-r_Lr_Rxy .
\label{D}
\end{align}
The second line uses $t_{12}t_{21}=4ab/(a+b)^2=1-r_{12}^2$, which makes the terms in $r_{12}^2$ cancel. This product is $F_{12}$ itself: your amplitude times the one for the opposite direction.

The transmitted amplitude is $t_RqA_2$, so within this model $T=T_0/|D|^2$ for any thickness. Since $|r_L|=|r_R|=1$,
\begin{equation}
|D-1|\le\delta,\qquad \delta=|r_{12}|(x+y)+xy .
\end{equation}
For $\delta<1$ it follows that $(1+\delta)^{-2}\le T/T_0\le(1-\delta)^{-2}$. The upper side lies farther from one, because the two limits add up to $2(1+\delta^2)/(1-\delta^2)^2\ge2$. Hence
\begin{equation}
\left|\frac{T}{T_0}-1\right|\le\frac{1}{(1-\delta)^2}-1 .
\label{bound}
\end{equation}

For a strong contrast take $\phi_1=4$ eV, $m_1=0.2$, $\phi_2=1$ eV, $m_2=0.8$ (masses in free-electron masses). The electrodes have kinetic energies 2 and 5 eV and masses 0.5 and 1. With both layers 10 \AA\ thick, $T/T_0=1.0002$; at 5 \AA\ it is 1.016, and at 2 \AA\ it is 1.22. The bound \eqref{bound} allows deviations of 0.00025, 0.025 and 0.63.

Thickness alone is not enough if $E$ approaches a band edge. As $\phi_2\to0$ at fixed $d_2$, both $F_{12}$ and $F_R$ vanish in proportion to $b$, so $T_0\to0$. But $\kappa_2d_2\to0$ as well: the wave in layer 2 becomes a linear function of position, the true $T$ stays finite, and \eqref{T0} fails.

\subsection*{What the factor depends on}

Dividing numerator and denominator by $ab$ gives
\begin{equation}
F_{12}=\frac{4}{\left(\sqrt{a/b}+\sqrt{b/a}\right)^2}
=\frac{1}{\cosh^2\!\left[\tfrac12\ln(a/b)\right]},\qquad
\frac ab=\sqrt{\frac{\phi_1m_2}{\phi_2m_1}} .
\label{cosh}
\end{equation}
So $F_{12}\le1$, with equality at $a=b$, that is at $\phi_1/m_1=\phi_2/m_2$. Near equality $F_{12}\approx1-\frac14\ln^2(a/b)$, a second-order effect. For $a\gg b$ it falls as $4b/a$.

With the matching conditions of \eqref{wave}, equal decay constants do not make the interface invisible. In the contrast case above $m_1\phi_1=m_2\phi_2$, so $\kappa_1=\kappa_2$, but $a/b=4$ and $F_{12}=16/25=0.64$. Equation \eqref{four}, evaluated with exact transmissions for 25 \AA\ layers, also gives 0.6400. Conversely, $\phi=2$ and 1 eV with masses 0.4 and 0.2 give $a=b$ and $\kappa_1=2\kappa_2$. For 40 \AA\ layers and the same electrodes, \eqref{four} gives 1.0000, whereas putting $\kappa$ in place of $\kappa/m$ would give 0.889.

The factor also depends on the interface being abrupt. Suppose $\phi$ and $m$ vary slowly. With $ds=m\,dx$, equation \eqref{wave} becomes $d^2\psi/ds^2=\alpha^2\psi$, where $\alpha=\kappa/m$ is the local ratio. To leading order in slow variation,
\begin{equation}
\psi\simeq\alpha^{-1/2}\exp\left(-\int\alpha\,ds\right),\qquad
\alpha\,ds=\kappa\,dx .
\end{equation}
Apart from the exponential, the squared amplitude of the decaying wave changes by $a/b$ across the graded region; at an abrupt interface it changes by $t_{12}^2=F_{12}\,a/b$. The shared factor has become one.

In the contrast case, with 25 \AA\ of each pure layer kept and a half-cosine ramp of both $\phi$ and $m$ between them (other ramp shapes shift the values by up to about 0.02), the factor left after dividing out $F_L$, $F_R$ and the exponential of the actual path is 0.64, 0.85, 0.95 and 0.99 for ramps of 0, 5, 20 and 80 \AA.

\subsection*{Numbers for a gate stack on silicon}

Take round, rough typical values. The electron is 0.10 eV above the Si band edge, with mass 0.90 along the current. A low-k interfacial oxide has $\phi_1=3.00$ eV, $m_1=0.50$, $d_1=10$ \AA. A high-k oxide has $\phi_2=1.40$ eV, $m_2=0.15$, $d_2=20$ \AA. In the gate the kinetic energy is 5.10 eV and the mass is 1. With 1 hartree $=27.21$ eV,
\begin{align}
a&=\sqrt{\frac{2(3.00/27.21)}{0.50}}=0.664,
&b&=\sqrt{\frac{2(1.40/27.21)}{0.15}}=0.828,\\
F_{12}&=\frac{4(0.664)(0.828)}{(0.664+0.828)^2}=0.988 .
\end{align}
The decay constants are $\kappa_1=0.6275$ and $\kappa_2=0.2348$ \AA$^{-1}$, so the exponents $2\kappa_id_i$ are 12.55 and 9.39. With $v_L=0.090$ and $v_R=0.612$ the electrode factors are $F_L=0.534$ and $F_R=1.912$. Then
\begin{equation}
T_0=0.534\times0.988\times1.912\times e^{-21.94}
\approx3.0\times10^{-10}.
\end{equation}
Exact matching agrees to the digits shown, as it should with $\delta\approx10^{-5}$.

For these inputs the shared interface lowers $T$ by 1.2 per cent. The high-k layer has the lower barrier but also the lighter mass, and in $\phi/m$ the two differences partly cancel. One more \AA\ of interfacial oxide, all else fixed, multiplies $T$ by 0.285. The thickness with the same effect as $F_{12}$ is $-\ln F_{12}/(2\kappa_1)\approx0.01$ \AA\ (0.001 nm).

In a working device the potentials are not flat. Fields of 5 and 1 MV/cm in the low-k and high-k layers, below rough breakdown fields of 10 and 4 MV/cm, tilt the barriers down towards the gate by 0.50 and 0.20 eV and raise $T$ by a factor of about 18. The shared factor, taken with the local $\phi_i$ at the interface, is then 0.998. If the masses are band-edge masses and each layer follows a two-band dispersion, $m_i\to m_i(1-\phi_i/E_{g,i})$ with rough gaps of 9 and 6 eV, $T$ rises by a factor of about 25; masses fitted to tunnelling data may already contain part of this. The image force of the gate, with optical permittivity 4, gives a factor of about 3 if the image potential is cut off at the bottom of the gate band, and less with a shallower cutoff. Changing the Si mass along the current to 0.20, still at normal incidence, gives 2.0. On a (001) surface, however, the valleys with that mass lie at large transverse momentum, and if this momentum is conserved their direct tunnelling is strongly suppressed. Raising the energy by $k_BT=0.031$ eV (360 K) gives 1.4. Transverse motion at the Fermi energy of the electron sheet held by that field, with the energy along the current unchanged, changes $T$ by about 1 per cent. This is so small only because, with these masses, it lowers $\phi_1$ and raises $\phi_2$, and the two effects nearly cancel. Each figure is relative to the rectangular stack with only that effect added, so they should not simply be multiplied. Trap-assisted current, roughness and the bound states of the inversion layer are left out, and $T$ is not yet a leakage current.

The value 0.988 is itself only as good as its inputs. For $m_1$ from 0.3 to 0.5, $m_2$ from 0.08 to 0.4 and $\phi_2$ from 1 to 2 eV, equation \eqref{cosh} gives $F_{12}$ between 0.88 and 1, and matching with $\kappa$ in place of $\kappa/m$ would give 0.79. Even that equals only about 0.2 \AA\ of interfacial oxide. For this stack, then, $F_{12}$ can be set to one with little harm: the barriers, masses and thicknesses in the exponent leave $T$ far more uncertain. It deserves attention when $\phi/m$ differs strongly between the layers and the interface is sharp, as in the case with $F_{12}=0.64$. The full set of values is in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
GATE STACK ON Si, rough typical inputs
electron energy above Si band edge: 0.10 eV
band edges above Si, low-k, high-k: 3.1, 1.5 eV
phi low-k, high-k: 3.00, 1.40 eV
masses low-k, high-k: 0.50, 0.15 m_e
thickness low-k, high-k: 10.0, 20.0 angstrom
Si masses along, across: 0.90, 0.20 m_e
gate: kinetic energy 5.10 eV, mass 1.0 m_e
RESULTS FOR THE RECTANGULAR STACK
kappa1, kappa2: 0.6275, 0.2348 1/angstrom
a, b: 0.6641, 0.8282 a.u.
v_Si, v_gate: 0.0904, 0.6122 a.u.
F_Si: 0.5344 (no unit)
F_shared, formula: 0.98790 (no unit)
F_shared, four exact stacks: 0.98791 (no unit)
F_gate: 1.9120 (no unit)
2 kappa d, low-k: 12.549 (no unit)
2 kappa d, high-k: 9.391 (no unit)
T thick formula: 2.98988e-10 (no unit)
T exact matching: 2.98989e-10 (no unit)
T direct integration: 2.98989e-10 (no unit)
delta: 9.57e-06 (no unit)
T ratio for 1 angstrom more low-k: 0.285
low-k thickness equal to F_shared: 0.0097 angstrom
CONTRAST CASES, factor from four exact stacks | kappa-only guess
phi 4, 1 eV; m 0.2, 0.8: 0.6400 | 1.0000
phi 2, 1 eV; m 0.4, 0.2: 1.0000 | 0.8889
THIN LAYERS, first contrast case: T exact/thick | error bound
each layer 2 angstrom: 1.22385 | 0.63324
each layer 5 angstrom: 1.01552 | 0.02523
each layer 10 angstrom: 1.00016 | 0.00025
GRADED INTERFACE, first contrast case: remaining factor
width 0 angstrom: 0.6400
width 5 angstrom: 0.8462
width 20 angstrom: 0.9508
width 80 angstrom: 0.9871
NEGLECTED EFFECTS, T ratio to the rectangular gate stack
fields low-k, high-k: 5.0, 1.0 MV/cm
rough breakdown fields: 10, 4 MV/cm
voltage drops: 0.50, 0.20 V
oxide field: 18.04; F_shared 0.9979
local-value formula / exact, with field: 0.9917
gate image force, permittivity 4: 2.98
two-band, gaps 9, 6 eV: 25.38; F_shared 0.9943
interface graded over 4 angstrom: 0.997
sheet density 1.11e+13 1/cm2, Fermi energy 0.0661 eV
transverse motion at Fermi energy: 1.014
Si valley with mass 0.2 along: 1.994
thermal energy at 360 K: 0.0310 eV
energy raised by that amount: 1.362
bound, flow over high-k / tunnelling: 8.4e-11
\end{verbatim}
